# Implicit integration of monomer and island-density rate equations in epitaxial growth

## What an unsuitable integration does

Suppose the densities of adatoms and islands on a growing surface are advanced with explicit Euler steps. In the example below, at a coverage of 0.1 monolayer (ML), the island density changes appreciably over about 0.1 ML, yet a step longer than $5\times10^{-6}$ ML makes small errors in the adatom density grow from step to step. The calculation is held to a scale on which nothing of interest happens.

A second failure is quieter. A calculation can conserve the deposited mass to round-off and still give a wrong island density, or reproduce the correct growth exponents while it violates the mass balance. Each check sees a different kind of fault, so the method and its checks have to be analysed together.

## The model and its mass balance

Atoms arrive at a rate of $F$ monolayers per second and diffuse with coefficient $D$, measured in site areas per second. Two adatoms that meet form a stable, immobile dimer. Nothing evaporates, islands are points, and deposition directly onto islands and coalescence are ignored. Densities are counted per lattice site: $n$ for adatoms, $n_s$ for islands of $s\ge2$ atoms, and $N=\sum_{s\ge2}n_s$ for all islands.

In mean field, dimers form at the rate $Ds_1n^2$ and islands capture adatoms at the rate $Ds_xnN$. The capture numbers $s_1$ and $s_x$ are taken as positive constants. Dividing the time derivatives by $F$ makes the coverage $\theta=Ft$ the clock. With $R=D/F$ and a prime for $d/d\theta$,

$$n'=1-2Rs_1n^2-Rs_xnN,\qquad n_2'=Rs_1n^2-Rs_xn\,n_2,$$

$$n_s'=Rs_xn\,(n_{s-1}-n_s),\qquad s\ge3.$$

The factor 2 appears because each dimer removes two adatoms. The surface is initially empty.

Summing the island equations gives a telescoping series. Since $n_s\to0$ at large $s$, $\sum_{s\ge3}(n_{s-1}-n_s)=n_2$, which cancels the loss of dimers:

$$N'=Rs_1n^2.$$

For the mass, each equation is weighted by $s$. Shifting the index in the gain term gives

$$\sum_{s\ge3}s(n_{s-1}-n_s)=\sum_{s\ge2}(s+1)n_s-\Big(\sum_{s\ge2}sn_s-2n_2\Big)=N+2n_2.$$

The term $2n_2$ cancels the weighted dimer loss, so

$$\Big(\sum_{s\ge2}sn_s\Big)'=2Rs_1n^2+Rs_xnN,\qquad \Big(n+\sum_{s\ge2}sn_s\Big)'=1.$$

Hence $n+\sum_s sn_s=\theta$.

If the factor 2 in the adatom equation were replaced by $\ell$, the last derivative would be $1+(2-\ell)Rs_1n^2=1+(2-\ell)N'$. The excess mass would then be $(2-\ell)N$. This makes the size-resolved sum a useful check. Defining the island mass simply as $\theta-n$ would make the balance true by definition and detect nothing.

## Two growth laws

Let $x=\theta\sqrt R$, $u=n\sqrt R$ and $v=N\sqrt R$. Then $dn/d\theta=du/dx$ and $Rn^2=u^2$, so $R$ disappears:

$$\frac{du}{dx}=1-2s_1u^2-s_xuv,\qquad \frac{dv}{dx}=s_1u^2.$$

For capture numbers of order one, the change of regime therefore occurs near $\theta\sim R^{-1/2}$.

### Early times

For $x\ll1$ almost every atom is still an adatom, so $n\simeq\theta$ and $N\simeq Rs_1\theta^3/3$. Capture by islands then contributes a term of order $R^2\theta^4$ to $n'$, which is smaller than the dimer term by a factor of order $R\theta^2$. To the next order,

$$n'=1-2Rs_1\theta^2,\qquad n=\theta-\tfrac23Rs_1\theta^3.$$

Squaring gives $n^2=\theta^2-\frac43Rs_1\theta^4+\dots$, and integration of $N'=Rs_1n^2$ gives

$$N=\frac{Rs_1\theta^3}{3}\left[1-\frac45Rs_1\theta^2+\dots\right].$$

The cubic growth has a direct meaning: the adatom density grows linearly, the rate of encounters quadratically, and the accumulated number of encounters as the cube.

### Late times

Define $w=1-Rs_xnN$. The adatom equation says that $w=2N'+n'$. Since $Rs_xnN=1-w$,

$$N^2N'=Rs_1n^2N^2=\frac{s_1}{s_x^2R}(1-w)^2.$$

Expanding $(1-w)^2=1-2w+w^2$, inserting $w=2N'+n'$ in the linear term and integrating from zero gives an identity of the model:

$$\frac{s_x^2R}{3s_1}N^3=\theta-4N-2n+\int_0^\theta w^2\,d\theta'.$$

It remains to show that $\theta$ dominates the right side. In scaled variables, $v$ cannot approach a finite limit: $u$ would then stay above a positive constant, and $dv/dx=s_1u^2$ would make $v$ grow without bound. Thus $v\to\infty$. The inequality $du/dx\le1-s_xvu$ then forces $u\to0$. The product $p=s_xuv=1-w$ obeys

$$\frac{dp}{dx}=s_xv\left(1-2s_1u^2+\frac{s_1u^3}{v}-p\right).$$

It relaxes at the growing rate $s_xv$ towards a value that tends to 1, so $w\to0$. The average of $w^2$ over the elapsed coverage therefore tends to zero. Also $v/x\to0$, because $dv/dx\to0$. Only $\theta$ survives at leading order:

$$N\simeq\left(\frac{3s_1\theta}{s_x^2R}\right)^{1/3},\qquad \theta\sqrt R\gg1.$$

Physically, nearly every arriving atom is now captured by an existing island. The adatom density is $n\simeq1/(Rs_xN)$, so more islands mean fewer adatoms and slower nucleation.

The law also fixes the size of the correction. At late times $w\simeq2N'\simeq2N/(3\theta)$, which falls as $\theta^{-2/3}$. Its square is integrable, so the integral saturates while $4N$ keeps growing. The leading relative correction to $N^3$ is $-4N/\theta$, and that to $N$ is $-4N/(3\theta)$. In this regime $\theta/N$ is nearly the mean island size, so the leading correction becomes small as the islands grow to many atoms.

The two asymptotes cross where the cube of the early law equals the cube of the late one:

$$\frac{R^3s_1^3\theta^9}{27}=\frac{3s_1\theta}{s_x^2R}\quad\Rightarrow\quad \theta_c=\sqrt3\,(s_1s_x)^{-1/4}R^{-1/2}.$$

Neither law is accurate there; $\theta_c$ marks the transition.

## Where the stiffness comes from

Small deviations in $(n,N)$ evolve with the Jacobian

$$J=\begin{pmatrix}-L&-Rs_xn\\2Rs_1n&0\end{pmatrix},\qquad L=4Rs_1n+Rs_xN.$$

Its eigenvalues satisfy $\lambda^2+L\lambda+2R^2s_1s_xn^2=0$. At late times both are negative and widely separated. The fast rate is close to $L\simeq Rs_xN$. The slow rate is the constant term divided by $L$:

$$\frac{2R^2s_1s_xn^2}{Rs_xN}=\frac{2N'}{N}\simeq\frac{2}{3\theta}.$$

The first is the capture rate of an adatom. The second is the rate at which a small deviation in $N$ decays, twice the relative growth rate $N'/N$ of the island density. An explicit Euler step $h$ multiplies a fast deviation by $1-h|\lambda|$, so stability requires $h<2/|\lambda|$ even after the fast motion has died out.

## An implicit step with a safe solver

For $y'=f(y)$, with $y$ the vector of densities, take the two stages

$$Y_1=y+\gamma hf(Y_1),$$

$$Y_2=y+(1-\gamma)hf(Y_1)+\gamma hf(Y_2),$$

and accept $Y_2$ as the new value. Expansion about $y$ gives $f(Y_1)=f+\gamma hf_yf+O(h^2)$ and $f(Y_2)=f+hf_yf+O(h^2)$, where $f_y$ is the Jacobian. Therefore

$$Y_2=y+hf+h^2\left[(1-\gamma)\gamma+\gamma\right]f_yf+O(h^3).$$

The Taylor series requires the bracket to be $\frac12$, so $\gamma^2-2\gamma+\frac12=0$. The root inside the step is $\gamma=1-1/\sqrt2\simeq0.293$.

For $f=\lambda y$ and $z=h\lambda$, the first stage gives $Y_1=y/(1-\gamma z)$. Substitution in the second gives the damping factor

$$Q(z)=\frac{Y_2}{y}=\frac{1+(1-2\gamma)z}{(1-\gamma z)^2}.$$

On the imaginary axis, $z=i\eta$, the squared modulus of the denominator minus that of the numerator is

$$(1+\gamma^2\eta^2)^2-1-(1-2\gamma)^2\eta^2=\gamma^4\eta^4+(4\gamma-1-2\gamma^2)\eta^2=\gamma^4\eta^4\ge0,$$

where the equation for $\gamma$ removes the quadratic term. The only pole, $z=1/\gamma$, lies in the right half-plane and $Q\to0$ at infinity. The maximum principle then gives $|Q|\le1$ throughout the left half-plane. The method is L-stable: decaying modes do not grow for any step size, and very fast ones are strongly damped.

### Reducing a stage to one cubic

With $g=\gamma h$, both stages have the form

$$n=a+g(1-2Rs_1n^2-Rs_xnN),\qquad N=b+gRs_1n^2.$$

In the first stage $a$ and $b$ are the old densities. In the second, $hf(Y_1)=(Y_1-y)/\gamma$, so the known part is $y+\frac{1-\gamma}{\gamma}(Y_1-y)$. Eliminating $N$ leaves

$$P(n)=g^2R^2s_1s_xn^3+2gRs_1n^2+(1+gRs_xb)n-(a+g)=0.$$

Here $b\ge0$, because the first stage can only add islands. For $n\ge0$ the polynomial is then increasing and convex. If $a+g>0$, then $P(0)<0$ and there is one positive root. Newton iteration starts at $n=a+g$, where $P>0$. A tangent to a convex function lies below it, so each iterate stays at or above the root while moving down: convergence is monotone. The condition $a+g>0$ is not guaranteed for every step size and must be checked in each stage.

Once $n$ is known, set $\kappa=gRs_xn$ and let $b_s$ be the known part of $n_s$. The size classes follow by forward substitution:

$$n_2=\frac{b_2+gRs_1n^2}{1+\kappa},\qquad n_s=\frac{b_s+\kappa n_{s-1}}{1+\kappa},\quad s\ge3.$$

A largest size must be chosen, far enough above the mean that the flux leaving it is negligible.

### The algorithm

1. Choose a first coverage well below $R^{-1/2}$, then a geometric grid with a fixed number of points per decade.
2. For each step, solve the cubic for the first stage and fill the size classes.
3. Form the known part of the second stage, solve again, and accept the result.
4. Compare $n+\sum_s sn_s$ with $\theta$. Separately, refine the grid and compare $N$.

## What the errors reveal

Let $m(y)=n+\sum_s sn_s$. This is a linear function of the densities, and $m(f)=1$ apart from the size cut-off. Applying it to the second stage gives

$$m(Y_2)=m(y)+(1-\gamma)h+\gamma h=m(y)+h.$$

The balance holds for any step size as long as the size cut-off is negligible. A mass error therefore points to wrong equations, unsolved stages or too few size classes. The step length enters only through the cut-off: long steps lengthen the upper tail of the computed size distribution, so they can require a larger maximum size.

The discretization error can be calculated in the cubic regime. There $n=\theta$, and one step integrates $Rs_1\theta^2$ by a quadrature with nodes $\gamma,1$ and weights $1-\gamma,\gamma$. The constant and linear parts of the integrand are reproduced. The quadratic part has the error

$$Rs_1h^3\left[(1-\gamma)\gamma^2+\gamma-\tfrac13\right]=CRs_1h^3,\qquad C=\frac{1}{2\sqrt2}-\frac13\simeq0.0202.$$

On the geometric grid $h=q\theta_k$, where $\theta_k$ is the coverage at the start of the step. Well above the first coverage, $\sum_k\theta_k^3\simeq\theta^3/[(1+q)^3-1]$. Dividing the accumulated error by $Rs_1\theta^3/3$ gives

$$\frac{\delta N}{N}\simeq\frac{3Cq^3}{(1+q)^3-1}=\frac{Cq^2}{1+q+q^2/3}.$$

The relative error does not depend on coverage in this regime, which is the reason for taking steps proportional to $\theta$.

## Worked example

Take the round parameters $R=10^8$, $s_1=3$ and $s_x=7$, with 100 steps per decade from $10^{-8}$ to 0.1 ML. Selected results are:

| $\theta$ (ML) | $N$ (per site) | $N$/cubic law | $N$/cube-root law |
|---|---|---|---|
| $10^{-6}$ | $1.00\times10^{-10}$ | 0.9998 | $8.2\times10^{-6}$ |
| $10^{-4}$ | $2.40\times10^{-5}$ | 0.240 | 0.423 |
| $10^{-2}$ | $2.55\times10^{-4}$ | $2.6\times10^{-6}$ | 0.968 |
| $10^{-1}$ | $5.64\times10^{-4}$ | $5.6\times10^{-9}$ | 0.993 |

The asymptotes cross at $\theta_c=1.732\times21^{-1/4}\times10^{-4}=8.1\times10^{-5}$ ML. The adatom density peaks nearby, at $6.6\times10^{-5}$ ML. At $10^{-4}$ ML both laws overestimate $N$ severely.

At the final coverage the cube-root law gives

$$N\simeq\left(\frac{3\times3\times0.1}{49\times10^8}\right)^{1/3}=5.68\times10^{-4}\ \text{per site},$$

against the integrated value $5.64\times10^{-4}$. The mean island size is 177 atoms, so the predicted relative correction is $-4/(3\times177)=-0.0075$. The observed deviation is $-0.0072$. The largest term neglected in this estimate is the saturating integral: its scaled value is 1.12, which adds $1.12\times10^{-4}/(3\times0.1)=0.0004$. The term $-2n$ and the second-order term in the expansion of the cube root together take back about 0.0001.

The local exponent of $N$ in coverage is 2.9995 at $10^{-6}$ ML and 0.338 at 0.1 ML. A second integration at $R=10^{10}$ gives an exponent of $N$ in $R$ of $-0.332$ at 0.1 ML. The limit $-\frac13$ follows from $N=R^{-1/2}v(\theta\sqrt R)$ with $v\propto x^{1/3}$.

### Stability and accuracy

At 0.1 ML the fast rate is $4.0\times10^5$ per ML and the slow rate 6.7 per ML, a ratio of $5.9\times10^4$. The explicit limit is $2/(4.0\times10^5)=5.0\times10^{-6}$ ML. In a direct test, ten explicit steps with $h|\lambda|=1.8$ reduced a small adatom perturbation to 0.11 of its size; with $h|\lambda|=2.2$ it grew by a factor of 6.2. These are $0.8^{10}$ and $1.2^{10}$, as the linear analysis requires.

The last implicit step is $2.3\times10^{-3}$ ML, or $z=-906$. It multiplied the same perturbation by $-0.0053$, in agreement with $Q(z)$. The negative sign means a small overshoot, not an instability.

An adaptive fifth-order implicit integration of the scaled equations supplies reference values at whole decades from $10^{-6}$ to 0.1 ML. At these coverages, the largest relative error of $N$ is $4.3\times10^{-5}$ with 50 steps per decade and $1.07\times10^{-5}$ with 100, an observed order of 1.99. For 100 steps per decade $q=10^{0.01}-1=0.0233$, and the formula for the cubic regime also gives $1.07\times10^{-5}$.

With four steps per decade the largest error of $N$ at the same coverages rises to 0.6 per cent. Between the decades, near $5.5\times10^{-5}$ ML in the crossover, the errors are about 2.5 times larger: 1.6 per cent on this grid and under $3\times10^{-5}$ with 100 steps per decade. With island sizes up to 4000 atoms included, the relative mass error remains about $3\times10^{-15}$, as on the fine grid. Mass conservation gives no warning of the coarse step.

The opposite case is a run in which each dimer removes one adatom instead of two. Its excess mass at 0.1 ML is $5.66\times10^{-4}$ ML, equal to its island density per site, as predicted for $\ell=1$. Yet that island density differs from the correct one by only 0.4 per cent. Repeating the late-time integration with $w=\ell N'+n'$ replaces $4N$ by $2\ell N$, so the error alters the correction and leaves the leading cube-root law untouched. The early law $Rs_1\theta^3/3$ is also independent of $\ell$. The growth laws cannot expose this fault at leading order; the mass balance does. The effect on $N$ is large in the crossover, where neither law holds: about 34 per cent near $10^{-4}$ ML and 8 per cent at $10^{-3}$ ML.

## Range of validity

The cube-root regime requires $R^{-1/2}\ll\theta\ll1$, and hence a large $R$. The upper limit comes from the neglected processes. Compact islands one layer high cover a fraction of the surface close to $\theta$, so at 0.1 ML about a tenth of the arriving atoms would land on islands. For compact islands a stronger limit comes from the capture number, which grows with island size. In a self-consistent mean-field estimate at $R=10^8$, $s_x$ roughly triples between $10^{-3}$ and 0.1 ML, and the local exponent of $N$ in coverage falls to about 0.28 at 0.01 ML and 0.18 at 0.1 ML. Direct deposition on islands alone lowers it only to about 0.30 at 0.1 ML. The final values above are therefore accurate solutions of the point-island model with constant capture numbers, not predictions for a surface.

Capture numbers that vary with coverage or island size invalidate the integration that led to the cube-root law. Dimers that dissociate or move change the nucleation equation itself. In such cases the implicit stages can still be used, but the cubic, its convergence argument and the expected exponents must be derived again.

## Values computed for the example and the checks

```
R = D/F: 1.0e+08 (dimensionless)
capture numbers S1, SX: 3, 7 (dimensionless)
first coverage, final coverage: 1.0e-08, 0.10 ML
steps per decade: 100; total steps: 701
method parameter gamma: 0.292893
coverage (ML) | n (per site) | N (per site) | N/cubic | N/cube-root
1e-06 | 9.9980e-07 | 9.9977e-11 | 9.9977e-01 | 8.1637e-06
1e-05 | 9.8034e-06 | 9.7646e-08 | 9.7646e-01 | 3.7009e-03
1e-04 | 3.1292e-05 | 2.4030e-05 | 2.4030e-01 | 4.2275e-01
1e-03 | 1.2319e-05 | 1.0592e-04 | 1.0592e-03 | 8.6492e-01
1e-02 | 5.4924e-06 | 2.5544e-04 | 2.5544e-06 | 9.6814e-01
1e-01 | 2.5218e-06 | 5.6434e-04 | 5.6434e-09 | 9.9278e-01
cube-root law at final coverage: 5.6844e-04 per site
largest adatom density on grid: 3.402e-05 per site
coverage at that maximum: 6.61e-05 ML
crossing of the two laws: 8.091e-05 ML
mean island size at final coverage: 177.20 atoms
early exponent of N in coverage, at 1e-6 ML: 2.9995
late exponent of N in coverage, at 0.1 ML: 0.3381
N at 0.1 ML for R = 1e+10: 1.2227e-04 per site
exponent of N in R at 0.1 ML: -0.3321
early correction coefficient (theory 4/5): 0.7998
late correction coefficient (theory 4): 3.9797
scaled integral of w^2 at x = 1e3, 1e6: 1.1198, 1.1588
largest relative error of integral identity: 4.6e-13
largest relative error of N, 4 steps/decade: 6.16e-03
largest relative error of N, 25 steps/decade: 1.71e-04
largest relative error of N, 50 steps/decade: 4.28e-05
largest relative error of N, 100 steps/decade: 1.07e-05
observed order of convergence: 1.993
largest relative error of n, 100 steps/decade: 1.84e-05
relative mass error, 100 steps/decade: 2.7e-15
relative mass error, 4 steps/decade: 2.9e-15
excess mass with wrong dimer loss: 5.6640e-04 ML
island density in that wrong run: 5.6640e-04 per site
fast rate at final coverage: 3.9805e+05 per ML
slow rate at final coverage: 6.7100 per ML
stiffness ratio: 5.932e+04
explicit Euler step limit: 5.024e-06 ML
last implicit step: 2.276e-03 ML
last implicit step times fast rate: 906.1
explicit growth in 10 steps, h*rate = 1.8: 0.1075
explicit growth in 10 steps, h*rate = 2.2: 6.2011
implicit damping factor, measured: -0.00525
implicit damping factor, formula: -0.00527
```
